# Ordering the four Sen-Thorpe band edges of a silica network: verification in Python

```python
"""Sen-Thorpe band edges of a corner-sharing SiO2 network with Si-O springs only.

Result under test (alpha spring constant, m_o and m_si masses, theta Si-O-Si angle):
  w1^2 = (alpha/m_o)(1+cos theta)      w3^2 = w1^2 + 4 alpha/(3 m_si)
  w2^2 = (alpha/m_o)(1-cos theta)      w4^2 = w2^2 + 4 alpha/(3 m_si)
and at 144 degrees the ascending order is w1 < w3 < w2 < w4.
The order of w2 and w3 changes at cos theta = -2 m_o/(3 m_si).
Checks: (a) a periodic crystal with true atomic positions, bond lengths
differentiated numerically; (b) a random fourfold network with odd rings,
diagonalized in displacement coordinates (each atom has its own local axes).
Hartree atomic units throughout; squared frequencies also in units alpha/m_o.
"""
import numpy as np
from scipy import constants as sc

U_TO_ME = sc.physical_constants["atomic mass constant"][0] / sc.m_e
EH_TO_CM = sc.physical_constants["hartree-inverse meter relationship"][0] / 100
mass_o_u, mass_si_u = 15.999, 28.085
m_o, m_si = mass_o_u * U_TO_ME, mass_si_u * U_TO_ME
alpha = 0.35          # Eh/bohr^2, round model value
bond = 3.0            # bohr, round model value
theta_deg = 144.0
unit = alpha / m_o    # unit of squared frequency
TETRA = np.array([[1, 1, 1], [-1, -1, 1], [1, -1, -1], [-1, 1, -1]]) / np.sqrt(3)


def edges_squared(angle_deg):
    """Derived formulas, in units alpha/m_o, in label order 1,2,3,4."""
    c = np.cos(np.radians(angle_deg))
    shift = 4 * m_o / (3 * m_si)
    return np.array([1 + c, 1 - c, 1 + c + shift, 1 - c + shift])


def rotation_z(phi):
    c, s = np.cos(phi), np.sin(phi)
    return np.array([[c, -s, 0], [s, c, 0], [0, 0, 1]])


def angle_between(a, b):
    return np.degrees(np.arccos(a @ b / np.linalg.norm(a) / np.linalg.norm(b)))


def crystal_positions(angle_deg):
    """Two Si and four O per cell; the tetrahedra are turned by +phi and -phi."""
    c = np.cos(np.radians(angle_deg))
    phi = 0.5 * np.arccos((-3 * c - 1) / 2)
    oxygen = bond * TETRA @ rotation_z(phi).T
    silicon_b = oxygen + bond * TETRA @ rotation_z(-phi).T
    return oxygen, silicon_b, phi


def crystal_modes(angle_deg):
    """Zone-centre modes; coordinates are Si A, Si B, then the four O."""
    oxygen, silicon_b, _ = crystal_positions(angle_deg)

    def lengths(flat):
        u = flat.reshape(6, 3)
        to_a = oxygen + u[2:] - u[0]
        to_b = oxygen + u[2:] - silicon_b - u[1]
        return np.linalg.norm(np.vstack([to_a, to_b]), axis=1)

    step = 3e-5
    jac = np.array([(lengths(step * e) - lengths(-step * e)) / (2 * step)
                    for e in np.eye(18)]).T
    masses = np.repeat([m_si, m_si, m_o, m_o, m_o, m_o], 3)
    weighted = jac / np.sqrt(masses)
    values, vectors = np.linalg.eigh(alpha * weighted.T @ weighted)
    return values / unit, vectors


# ---------- (a) crystal with true positions ----------
oxygen, silicon_b, phi = crystal_positions(theta_deg)
for k in range(4):
    assert abs(angle_between(-oxygen[k], silicon_b[k] - oxygen[k]) - theta_deg) < 1e-8
    for j in range(k):
        ideal = np.degrees(np.arccos(-1 / 3))
        assert abs(angle_between(oxygen[k], oxygen[j]) - ideal) < 1e-8
        assert abs(angle_between(oxygen[k] - silicon_b[k],
                                 oxygen[j] - silicon_b[j]) - ideal) < 1e-8

edge2 = edges_squared(theta_deg)
values, vectors = crystal_modes(theta_deg)
zero_crystal = int(np.sum(np.abs(values) < 1e-8))
assert zero_crystal == 10
finite, finite_vec = values[10:], vectors[:, 10:]
w1s, w2s, w3s, w4s = edge2
# finite-difference error of the bond lengths is near 1e-10
assert np.allclose(finite, [w1s, w3s, w3s, w3s, w2s, w4s, w4s, w4s], atol=1e-7)

# the other order, below the critical angle
low_angle = 100.0
v1, v2, v3, v4 = edges_squared(low_angle)
assert v1 < v2 < v3 < v4
assert np.allclose(crystal_modes(low_angle)[0][10:],
                   [v1, v2, v3, v3, v3, v4, v4, v4], atol=1e-7)

# motion patterns: silicon share, and oxygen motion along the Si-Si line
line = silicon_b / np.linalg.norm(silicon_b, axis=1)[:, None]
si_share = np.sum(finite_vec[:6] ** 2, axis=0)
o_part = finite_vec[6:].reshape(4, 3, 8)
along = np.einsum("kx,kxn->kn", line, o_part)
parallel = np.sum(along ** 2, axis=0) / np.sum(o_part ** 2, axis=(0, 1))
shift = 4 * m_o / (3 * m_si)
expected_share = [0] + [shift / w3s] * 3 + [0] + [shift / w4s] * 3
assert np.allclose(si_share, expected_share, atol=1e-6)
assert np.allclose(parallel, [0, 0, 0, 0, 1, 1, 1, 1], atol=1e-6)
# for P = +1 the oxygen motion must lie along the bisector of its angle
bisector = -oxygen + (silicon_b - oxygen)
bisector /= np.linalg.norm(bisector, axis=1)[:, None]
along_bis = np.einsum("kx,kxn->kn", bisector, o_part)
bis_share = np.sum(along_bis ** 2, axis=0) / np.sum(o_part ** 2, axis=(0, 1))
assert np.allclose(bis_share, [1, 1, 1, 1, 0, 0, 0, 0], atol=1e-6)

# critical angle located from the degeneracy pattern of the crystal levels
lo, hi = 100.0, 140.0
for _ in range(24):
    mid = 0.5 * (lo + hi)
    lev = crystal_modes(mid)[0][10:]
    if lev[3] - lev[1] < lev[4] - lev[2]:    # the triplet lies below the singlet
        hi = mid
    else:
        lo = mid
crit_numeric = 0.5 * (lo + hi)
crit_formula = np.degrees(np.arccos(-2 * m_o / (3 * m_si)))
assert abs(crit_numeric - crit_formula) < 1e-4

# ---------- (b) random fourfold network ----------
n_si = 80
rng = np.random.default_rng(7)
while True:
    pairs = [(i, int(j)) for _ in range(2) for i, j in enumerate(rng.permutation(n_si))]
    distinct = {tuple(sorted(p)) for p in pairs}
    if len(distinct) < 2 * n_si or any(i == j for i, j in pairs):
        continue
    adjacency = np.zeros((n_si, n_si))
    for i, j in pairs:
        adjacency[i, j] = adjacency[j, i] = 1
    eps = np.linalg.eigvalsh(adjacency) / 4
    if eps[-2] < 0.999 and eps[0] > -0.999:   # connected, with odd rings
        break

half = np.radians(theta_deg) / 2
o_arms = np.array([[np.sin(half), np.cos(half), 0], [-np.sin(half), np.cos(half), 0]])
stretch = np.zeros((4 * n_si, 9 * n_si))
used = np.zeros(n_si, dtype=int)
for o_index, pair in enumerate(pairs):
    for side, si in enumerate(pair):
        row = 2 * o_index + side
        stretch[row, 3 * si:3 * si + 3] = -TETRA[used[si]] / np.sqrt(m_si)
        col = 3 * (n_si + o_index)
        stretch[row, col:col + 3] = -o_arms[side] / np.sqrt(m_o)
        used[si] += 1
assert np.all(used == 4)
net = np.linalg.eigvalsh(alpha * stretch.T @ stretch) / unit
zero_net = int(np.sum(np.abs(net) < 1e-9))
assert zero_net == 5 * n_si
net = net[zero_net:]

cos_t = np.cos(np.radians(theta_deg))
root = np.sqrt(shift ** 2 / 4 + cos_t ** 2 - shift * cos_t * eps[:-1])
centre = 1 + shift / 2
predicted = np.sort(np.concatenate([[w1s], centre - root, centre + root,
                                    [w3s] * n_si, [w4s] * (n_si + 1)]))
assert np.allclose(net, predicted, atol=1e-9)
at_w3 = int(np.sum(np.abs(net - w3s) < 1e-8))
at_w4 = int(np.sum(np.abs(net - w4s) < 1e-8))
assert (at_w3, at_w4) == (n_si, n_si + 1)
in_lower = (net > w1s - 1e-9) & (net < w3s + 1e-9)
in_upper = (net > w2s - 1e-9) & (net < w4s + 1e-9)
assert np.all(in_lower | in_upper)
upper_bottom = net[in_upper].min()
assert upper_bottom > w2s + 1e-3             # w2 is only a bound here

# ---------- order and numbers ----------
freq = np.sqrt(edge2 * unit)
order = np.argsort(freq) + 1
assert list(order) == [1, 3, 2, 4]

print(f"oxygen mass                          {mass_o_u:.3f} u = {m_o:.1f} m_e")
print(f"silicon mass                         {mass_si_u:.3f} u = {m_si:.1f} m_e")
print(f"mass ratio m_O/m_Si                  {m_o / m_si:.5f}")
print(f"spring constant alpha                {alpha:.2f} Eh/bohr^2")
print(f"bond length (cancels)                {bond:.1f} bohr")
print(f"Si-O-Si angle                        {theta_deg:.1f} degrees")
print(f"cos(theta)                           {cos_t:.5f}")
print(f"silicon shift 4 m_O/(3 m_Si)         {shift:.5f} (units alpha/m_O)")
print(f"alpha/m_O                            {unit:.5e} Eh^2 (hbar = 1)")
for label in range(4):
    print(f"w{label + 1}: square {edge2[label]:.5f} alpha/m_O, "
          f"w = {freq[label]:.4e} Eh = {freq[label] * EH_TO_CM:.1f} cm^-1")
print("ascending order of labels at 144 deg  " + " < ".join(f"w{i}" for i in order))
print(f"w2^2 - w3^2                          {w2s - w3s:.5f} alpha/m_O")
print(f"gap w2 - w3                          {(freq[1] - freq[2]) * EH_TO_CM:.1f} cm^-1")
print(f"critical angle, formula              {crit_formula:.3f} degrees")
print(f"critical angle, crystal levels       {crit_numeric:.3f} degrees")
low_order = np.argsort(edges_squared(low_angle)) + 1
print(f"order at {low_angle:.0f} degrees                 "
      + " < ".join(f"w{i}" for i in low_order))
print(f"crystal: tetrahedron turn phi        {np.degrees(phi):.3f} degrees")
print(f"crystal: zero modes of 18            {zero_crystal}")
print("crystal: finite squares (alpha/m_O)  " + " ".join(f"{x:.4f}" for x in finite))
print(f"silicon kinetic share at w1, w2      {si_share[0]:.4f}, {si_share[4]:.4f}")
print(f"silicon kinetic share at w3, w4      {si_share[1]:.4f}, {si_share[5]:.4f}")
print(f"random network: Si atoms             {n_si}")
print(f"random network: zero, finite modes   {zero_net}, {len(net)}")
print(f"random network: modes at w3, at w4   {at_w3}, {at_w4}")
print(f"random network: lowest epsilon       {eps[0]:.4f}")
print(f"random network: upper band starts at "
      f"{np.sqrt(upper_bottom * unit) * EH_TO_CM:.1f} cm^-1")
print(f"largest deviation from band formula  {np.max(np.abs(net - predicted)):.1e} alpha/m_O")
print("no test failed")
```

Printed output:

```
oxygen mass                          15.999 u = 29164.4 m_e
silicon mass                         28.085 u = 51195.8 m_e
mass ratio m_O/m_Si                  0.56966
spring constant alpha                0.35 Eh/bohr^2
bond length (cancels)                3.0 bohr
Si-O-Si angle                        144.0 degrees
cos(theta)                           -0.80902
silicon shift 4 m_O/(3 m_Si)         0.75955 (units alpha/m_O)
alpha/m_O                            1.20009e-05 Eh^2 (hbar = 1)
w1: square 0.19098 alpha/m_O, w = 1.5139e-03 Eh = 332.3 cm^-1
w2: square 1.80902 alpha/m_O, w = 4.6594e-03 Eh = 1022.6 cm^-1
w3: square 0.95053 alpha/m_O, w = 3.3775e-03 Eh = 741.3 cm^-1
w4: square 2.56857 alpha/m_O, w = 5.5520e-03 Eh = 1218.5 cm^-1
ascending order of labels at 144 deg  w1 < w3 < w2 < w4
w2^2 - w3^2                          0.85848 alpha/m_O
gap w2 - w3                          281.3 cm^-1
critical angle, formula              112.320 degrees
critical angle, crystal levels       112.320 degrees
order at 100 degrees                 w1 < w2 < w3 < w4
crystal: tetrahedron turn phi        22.239 degrees
crystal: zero modes of 18            10
crystal: finite squares (alpha/m_O)  0.1910 0.9505 0.9505 0.9505 1.8090 2.5686 2.5686 2.5686
silicon kinetic share at w1, w2      0.0000, 0.0000
silicon kinetic share at w3, w4      0.7991, 0.2957
random network: Si atoms             80
random network: zero, finite modes   400, 320
random network: modes at w3, at w4   80, 81
random network: lowest epsilon       -0.8271
random network: upper band starts at 1053.2 cm^-1
largest deviation from band formula  5.3e-15 alpha/m_O
no test failed
```
